# Mirror symmetry and px–s coupling at top and bridge sites: a numerical check

```python
"""Mirror symmetry and the coupling of an adsorbate px orbital to surface s.

Result under test: if H is unchanged by x -> -x through the adsorbate,
px has zero coupling to the s orbital beneath it.  At a bridge along x it
couples to A = (sR-sL)/sqrt(2(1-sigma)), but not to the sum sR+sL.
sigma = <sL|sR>; H = one-electron Hamiltonian; S = overlap;
t = off-diagonal H after Lowdin orthogonalisation of two orbitals.
Example: F 2p and In 5s, neutral-atom superposition, PBE, def2-SVP.
The surface normal is z.  Lengths are in nm and energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import eigh
from scipy.spatial.transform import Rotation
from pyscf import gto, scf, dft
from pyscf.scf import atom_hf
from pyscf.data.elements import MASSES

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
X = np.array([1.0, 0.0, 0.0])
Z = np.array([0.0, 0.0, 1.0])


def make_molecule(atoms, rotation=np.eye(3)):
    geometry = [(el, tuple(10 * (rotation @ np.array(pos, float))))
                for el, pos in atoms]
    return gto.M(atom=geometry, unit="Angstrom", basis="def2-svp",
                 ecp={"In": "def2-svp"}, spin=None, verbose=0)


# Spherically averaged atomic orbitals, computed once for each element.
ATOMIC = atom_hf.get_atm_nrhf(make_molecule(
    [("In", (0, 0, 0)), ("F", (0, 0, 1)), ("P", (0, 0, 2))]))


class Cluster:
    """One-electron matrices of superposed neutral atoms."""

    def __init__(self, atoms, rotation=np.eye(3)):
        self.rotation = rotation
        self.mol = make_molecule(atoms, rotation)
        self.slices = self.mol.aoslice_by_atom()[:, 2:4]
        self.labels = self.mol.ao_labels(fmt=None)
        nao = self.mol.nao_nr()
        density = np.zeros((nao, nao))
        for i, (first, last) in enumerate(self.slices):
            _, _, coeff, occ = ATOMIC[self.mol.atom_symbol(i)]
            density[first:last, first:last] = (coeff * occ) @ coeff.T
        grids = dft.gen_grid.Grids(self.mol)
        grids.level = 3
        grids.build()
        _, _, vxc = dft.numint.NumInt().nr_rks(
            self.mol, grids, "pbe", density)
        vj = scf.hf.get_jk(self.mol, density, hermi=1, with_k=False)[0]
        self.h = (scf.hf.get_hcore(self.mol) + vj + vxc) * HARTREE_EV
        self.s = self.mol.intor_symmetric("int1e_ovlp")

    def atomic_orbital(self, atom, letter, component):
        """Outermost occupied atomic orbital, positive in its outer lobe."""
        first, last = self.slices[atom]
        _, _, coeff, occ = ATOMIC[self.mol.atom_symbol(atom)]
        mask = np.array([lab[2][-1] == letter and lab[3] == component
                         for lab in self.labels[first:last]])
        columns = [k for k in range(coeff.shape[1]) if occ[k] > 1e-6
                   and np.abs(coeff[~mask, k]).max() < 1e-9]
        vector = np.zeros(self.mol.nao_nr())
        vector[first:last] = coeff[:, columns[-1]]
        point = (self.mol.atom_coord(atom)
                 + 0.2 / BOHR_NM * np.ones(3) / np.sqrt(3))
        value = self.mol.eval_gto("GTOval_sph", point[None, :])[0] @ vector
        return vector * np.sign(value)

    def s_orbital(self, atom):
        return self.atomic_orbital(atom, "s", "")

    def p_orbital(self, atom, axis):
        direction = self.rotation @ np.asarray(axis, float)
        return sum(direction[k] * self.atomic_orbital(atom, "p", c)
                   for k, c in enumerate("xyz"))

    def normalise(self, vector):
        return vector / np.sqrt(vector @ self.s @ vector)

    def project(self, *vectors):
        basis = np.column_stack(vectors)
        return basis.T @ self.h @ basis, basis.T @ self.s @ basis


def lowdin_coupling(h, s):
    values, vectors = np.linalg.eigh(s)
    inverse_root = (vectors / np.sqrt(values)) @ vectors.T
    return (inverse_root @ h @ inverse_root)[0, 1]


def coupling(cluster, u, v):
    return lowdin_coupling(*cluster.project(u, v))


# Rough inputs for the regime of In-terminated InP(001).
spacing, top_height, bridge_height = 0.415, 0.20, 0.12
mode_energy, temperature = 0.020, 300.0
turn = Rotation.from_euler("zyx", [0.4, 0.7, 1.1]).as_matrix()
half = spacing / 2
bond = np.hypot(half, bridge_height)

# Top site: adsorbate is atom 0, surface atom beneath is atom 1.
top_atoms = [("F", (0, 0, top_height)), ("In", (0, 0, 0))]
top = Cluster(top_atoms)
top_s, top_px = top.s_orbital(1), top.p_orbital(0, X)
top_down = top.p_orbital(0, -Z)
h_top, s_top = top.project(top_s, top_px)
t_top = lowdin_coupling(h_top, s_top)
t_top_z = coupling(top, top_s, top_down)
t_pi = coupling(top, top.p_orbital(1, X), top_px)
assert abs(s_top[0, 1]) < 1e-9 and abs(t_top) < 1e-4
assert abs(t_top_z) > 0.1
turned_top = Cluster(top_atoms, turn)
t_top_turned = coupling(turned_top, turned_top.s_orbital(1),
                        turned_top.p_orbital(0, X))
assert abs(t_top_turned) < 3e-3  # finite integration grid

# Neighbours on both sides preserve the mirror.
row = Cluster(top_atoms + [("In", (spacing, 0, 0)), ("In", (-spacing, 0, 0))])
t_row = coupling(row, row.s_orbital(1), row.p_orbital(0, X))
row_odd = row.normalise(row.s_orbital(2) - row.s_orbital(3))
t_neighbours = coupling(row, row_odd, row.p_orbital(0, X))
assert abs(t_row) < 1e-3

# One neutral neighbour breaks the mirror; its short-range effect is sized.
lopsided = Cluster(top_atoms + [("In", (spacing, 0, 0))])
h_lop, s_lop = lopsided.project(lopsided.s_orbital(1),
                                lopsided.p_orbital(0, X))
t_lopsided = lowdin_coupling(h_lop, s_lop)
assert abs(s_lop[0, 1]) < 1e-9

# A unit positive charge beside the adsorbate breaks the mirror strongly.
# Its full potential is compared with field times dipole integral.
charge_position = top.mol.atom_coord(0) + spacing / BOHR_NM * X
with top.mol.with_rinv_origin(charge_position):
    charge_potential = -top.mol.intor("int1e_rinv") * HARTREE_EV
charge_basis = np.column_stack([top_s, top_px])
h_charge = h_top + charge_basis.T @ charge_potential @ charge_basis
t_charge = lowdin_coupling(h_charge, s_top)
dipole = top_s @ top.mol.intor("int1e_r")[0] @ top_px * BOHR_NM
field = (const.e / (4 * np.pi * const.epsilon_0 * (spacing * 1e-9)**2)
         * 1e-9)
t_field = -field * dipole
assert abs(t_charge) > 0.01
assert abs(t_charge / t_field - 1) < 0.25  # higher multipoles omitted

# Bridge site: atoms 1 and 2 are the right and left surface atoms.
bridge_atoms = [("F", (0, 0, bridge_height)),
                ("In", (half, 0, 0)), ("In", (-half, 0, 0))]


def bridge_orbitals(cluster):
    right, left = cluster.s_orbital(1), cluster.s_orbital(2)
    return (right, left, cluster.normalise(right - left),
            cluster.normalise(right + left), cluster.p_orbital(0, X))


bridge = Cluster(bridge_atoms)
right, left, odd, even, px = bridge_orbitals(bridge)
h3, s3 = bridge.project(px, right, left)
h_odd, s_odd = bridge.project(odd, px)
t_odd, t_even = lowdin_coupling(h_odd, s_odd), coupling(bridge, even, px)
pair_overlap = s3[1, 2]
factor = np.sqrt(2 / (1 - pair_overlap))
h_formula, s_formula = factor * h3[0, 1], factor * s3[0, 1]
t_formula = ((h_formula - s_formula * (h_odd[0, 0] + h_odd[1, 1]) / 2)
             / (1 - s_formula**2))
assert abs(h3[0, 1] + h3[0, 2]) < 1e-3
assert abs(s3[0, 1] + s3[0, 2]) < 1e-9
assert abs(t_even) < 1e-3 and abs(t_odd) > 0.1
assert abs(t_formula - t_odd) < 1e-3
assert abs(lowdin_coupling(h_odd + 7 * s_odd, s_odd) - t_odd) < 1e-8
turned_bridge = Cluster(bridge_atoms, turn)
_, _, odd_turned, even_turned, px_turned = bridge_orbitals(turned_bridge)
t_even_turned = coupling(turned_bridge, even_turned, px_turned)
t_odd_turned = coupling(turned_bridge, odd_turned, px_turned)
assert abs(t_even_turned) < 3e-3
assert abs(t_odd_turned - t_odd) < 5e-3

# The full three-orbital levels must contain the two odd levels.
levels, states = eigh(h3, s3)
even_index = np.argmin(np.abs(states[0]))
odd_levels = np.delete(levels, even_index)
assert abs(states[0, even_index]) < 1e-3
assert abs(states[1, even_index] - states[2, even_index]) < 1e-3
for energy in odd_levels:
    secular = ((h_odd[0, 0] - energy) * (h_odd[1, 1] - energy)
               - (h_formula - energy * s_formula)**2)
    assert abs(secular) < 1e-2

# Direction-cosine law, tested with two separately built atom pairs.
slanted = Cluster(bridge_atoms[:2])
h_slant, s_slant = slanted.project(slanted.s_orbital(1),
                                   slanted.p_orbital(0, X))
axial = Cluster([("F", (0, 0, bond)), ("In", (0, 0, 0))])
h_axial, s_axial = axial.project(axial.s_orbital(1), axial.p_orbital(0, -Z))
cosine = half / bond
assert abs(s_slant[0, 1] - cosine * s_axial[0, 1]) < 1e-8
assert abs(h_slant[0, 1] - cosine * h_axial[0, 1]) < 5e-3

# Thermal displacement from the top site in a harmonic lateral mode.
mass = MASSES[9] * const.atomic_mass
omega = mode_energy * const.e / const.hbar
x_rms = 1e9 * np.sqrt(const.hbar / (2 * mass * omega)
                      / np.tanh(mode_energy * const.e
                                / (2 * const.k * temperature)))
moved = Cluster([("F", (x_rms, 0, top_height)), ("In", (0, 0, 0))])
t_moved = coupling(moved, moved.s_orbital(1), moved.p_orbital(0, X))
h_sigma, s_sigma = top.project(top_s, top_down)
t_linear = -(x_rms / top_height) * (
    h_sigma[0, 1] - s_sigma[0, 1] * (h_top[0, 0] + h_top[1, 1]) / 2)
assert abs(t_moved / t_linear - 1) < 0.04  # next order in displacement

# Phosphorus atoms beneath the bridge pair.
depth = spacing * np.sqrt(2) / 4
phosphorus = [("P", (x, y, -depth)) for x in (half, -half)
              for y in (half, -half)]
with_p = Cluster(bridge_atoms + phosphorus)
_, _, odd_p, even_p, px_p = bridge_orbitals(with_p)
t_odd_p = coupling(with_p, odd_p, px_p)
t_even_p = coupling(with_p, even_p, px_p)
assert abs(t_even_p) < 1e-3

# Charge rearrangement in the self-consistent two-atom top cluster.
mf = dft.RKS(top.mol)
mf.xc = "pbe"
mf.grids.level = 3
mf.kernel()
assert mf.converged
fock = mf.get_fock(dm=mf.make_rdm1()) * HARTREE_EV
basis = np.column_stack([top_s, top_px])
h_scf = basis.T @ fock @ basis
t_scf = lowdin_coupling(h_scf, s_top)
basis_z = np.column_stack([top_s, top_down])
t_scf_z = lowdin_coupling(basis_z.T @ fock @ basis_z, s_sigma)
gap_neutral = h_top[0, 0] - h_top[1, 1]
gap_scf = h_scf[0, 0] - h_scf[1, 1]
assert abs(t_scf) < 1e-3

# Bare-nucleus overestimate of the fluorine spin-orbit matrix element.
radius = np.geomspace(1e-5, 30, 6000)
points = top.mol.atom_coord(0) + radius[:, None] * X
radial = (top.mol.eval_gto("GTOval_sph", points) @ top_px
          / np.sqrt(3 / (4 * np.pi)))
assert abs(trapezoid(radial**2 * radius**2, radius) - 1) < 1e-4
inverse_cube = trapezoid(radial**2 / radius, radius)
spin_orbit = const.alpha**2 / 2 * 9 * inverse_cube * HARTREE_EV / 2


def show(label, value, unit="eV", digits=4):
    value = round(float(value), digits) + 0.0
    print(f"{label}: {value:.{digits}f} {unit}")


show("In-In spacing, rough input", spacing, "nm", 3)
show("F height at top, rough input", top_height, "nm", 3)
show("F height at bridge, rough input", bridge_height, "nm", 3)
show("F-In distance at bridge", bond, "nm")
show("Top: overlap of s and px", s_top[0, 1], "(no unit)", 6)
show("Top: coupling t of s and px", t_top)
show("Top: same coupling, rotated frame", t_top_turned, digits=5)
show("Top: coupling t of s and p pointing down", t_top_z)
show("Top with two neighbours: t of s and px", t_row)
show("Top with one neutral neighbour: overlap s,px", s_lop[0, 1],
     "(no unit)", 6)
show("Top with one neutral neighbour: t of s and px", t_lopsided, digits=5)
show("Unit charge beside F: distance along x", spacing, "nm", 3)
show("Unit charge beside F: field at F", field, "V/nm", 3)
show("Top: dipole integral of s and px", dipole, "nm", 5)
show("Unit charge beside F: t of s and px", t_charge)
show("Unit charge beside F: field estimate of t", t_field)
show("Bridge: Hamiltonian element sR,px", h3[0, 1])
show("Bridge: Hamiltonian element sL,px", h3[0, 2])
show("Bridge: overlap sR,px", s3[0, 1], "(no unit)", 5)
show("Bridge: overlap sL,px", s3[0, 2], "(no unit)", 5)
show("Bridge: overlap sL,sR (sigma)", pair_overlap, "(no unit)", 5)
show("Bridge: Hamiltonian element A,px", h_odd[0, 1])
show("Bridge: overlap A,px", s_odd[0, 1], "(no unit)", 5)
show("Bridge: on-site energy of A", h_odd[0, 0])
show("Bridge: on-site energy of px", h_odd[1, 1])
show("Bridge: coupling t of A and px", t_odd)
show("Bridge: coupling t of even pair and px", t_even)
show("Bridge: even coupling, rotated frame", t_even_turned, digits=5)
show("Bridge: lower odd level", odd_levels[0])
show("Bridge: upper odd level", odd_levels[1])
show("Bridge: separate even s level", levels[even_index])
show("Bond direction cosine", cosine, "(no unit)", 5)
show("Axial overlap at bridge bond length", s_axial[0, 1], "(no unit)", 5)
show("Cosine times axial overlap", cosine * s_axial[0, 1], "(no unit)", 5)
show("Isolated pair: Hamiltonian element s,px", h_slant[0, 1])
show("Isolated pair: cosine times axial element", cosine * h_axial[0, 1])
show("Omitted: top In 5px to F 2px coupling", t_pi)
show("Omitted: top odd neighbour pair coupling", t_neighbours)
show("Lateral mode energy, rough input", mode_energy, "eV", 3)
show("Temperature, rough input", temperature, "K", 0)
show("Thermal rms displacement along x", x_rms, "nm", 5)
show("Top displaced by rms: computed t", t_moved)
show("Top displaced by rms: linear estimate", t_linear)
show("Bridge with P layer: t of A and px", t_odd_p)
show("Bridge with P layer: t of even pair and px", t_even_p)
show("Top neutral atoms: s minus px energy", gap_neutral)
show("Top self-consistent: s minus px energy", gap_scf)
show("Top self-consistent: t of s and px", t_scf)
show("Top self-consistent: t of s and p down", t_scf_z)
show("F spin-orbit px-pz element, overestimate", spin_orbit)
print("finished without a failed check")
```

Printed output:

```
In-In spacing, rough input: 0.415 nm
F height at top, rough input: 0.200 nm
F height at bridge, rough input: 0.120 nm
F-In distance at bridge: 0.2397 nm
Top: overlap of s and px: 0.000000 (no unit)
Top: coupling t of s and px: 0.0000 eV
Top: same coupling, rotated frame: 0.00000 eV
Top: coupling t of s and p pointing down: -1.7375 eV
Top with two neighbours: t of s and px: 0.0000 eV
Top with one neutral neighbour: overlap s,px: 0.000000 (no unit)
Top with one neutral neighbour: t of s and px: -0.00253 eV
Unit charge beside F: distance along x: 0.415 nm
Unit charge beside F: field at F: 8.361 V/nm
Top: dipole integral of s and px: 0.01088 nm
Unit charge beside F: t of s and px: -0.0897 eV
Unit charge beside F: field estimate of t: -0.0910 eV
Bridge: Hamiltonian element sR,px: -1.9040 eV
Bridge: Hamiltonian element sL,px: 1.9040 eV
Bridge: overlap sR,px: 0.09168 (no unit)
Bridge: overlap sL,px: -0.09168 (no unit)
Bridge: overlap sL,sR (sigma): 0.07192 (no unit)
Bridge: Hamiltonian element A,px: -2.7951 eV
Bridge: overlap A,px: 0.13459 (no unit)
Bridge: on-site energy of A: -8.7075 eV
Bridge: on-site energy of px: -12.7573 eV
Bridge: coupling t of A and px: -1.3755 eV
Bridge: coupling t of even pair and px: 0.0000 eV
Bridge: even coupling, rotated frame: 0.00000 eV
Bridge: lower odd level: -13.0106 eV
Bridge: upper odd level: -8.0840 eV
Bridge: separate even s level: -9.6160 eV
Bond direction cosine: 0.86566 (no unit)
Axial overlap at bridge bond length: 0.10591 (no unit)
Cosine times axial overlap: 0.09168 (no unit)
Isolated pair: Hamiltonian element s,px: -1.9426 eV
Isolated pair: cosine times axial element: -1.9426 eV
Omitted: top In 5px to F 2px coupling: -1.1990 eV
Omitted: top odd neighbour pair coupling: -0.0794 eV
Lateral mode energy, rough input: 0.020 eV
Temperature, rough input: 300 K
Thermal rms displacement along x: 0.01222 nm
Top displaced by rms: computed t: 0.1084 eV
Top displaced by rms: linear estimate: 0.1090 eV
Bridge with P layer: t of A and px: -1.2403 eV
Bridge with P layer: t of even pair and px: 0.0000 eV
Top neutral atoms: s minus px energy: 2.5974 eV
Top self-consistent: s minus px energy: -1.9724 eV
Top self-consistent: t of s and px: 0.0000 eV
Top self-consistent: t of s and p down: -1.8140 eV
F spin-orbit px-pz element, overestimate: 0.0227 eV
finished without a failed check
```
